# Tunnelling energy of a metal contact to a heavily doped semiconductor: verification in Python

```python
"""Tunnelling energy of a depleted metal-semiconductor contact.

Result under test: E00 = (q hbar / 2) sqrt(N / (m eps)), defined so that the
WKB transmission at the bulk band edge is exp(-Eb / E00).
N: donor density, m: tunnelling mass, eps: static permittivity,
Eb: band bending, W: depletion width, S: WKB exponent, T: temperature.
Energies are in eV from the bulk band edge, lengths in nm from the metal.
The barrier is V(x) = Eb (1 - x/W)^2 for 0 < x < W.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

q, hbar, m_e, eps0 = const.e, const.hbar, const.m_e, const.epsilon_0
k_eV = const.k / q

density = 1e25          # m^-3
mass_ratio = 0.25
eps_ratio = 10.0
bending = 0.6           # eV
temperature = 300.0     # K
kT = k_eV * temperature


def e00_formula(n, mr, er):
    """Derived formula; joules divided by q gives eV."""
    return 0.5 * hbar * np.sqrt(n / (mr * m_e * er * eps0))


def kinetic_constant(mr):
    """hbar^2 / (2 m) in eV nm^2."""
    return hbar**2 / (2 * mr * m_e) / q * 1e18


def depletion_width(eb, n, er):
    """Width in nm from Poisson's equation."""
    return np.sqrt(2 * er * eps0 * eb / (q * n)) * 1e9


def wkb_exponent(energy, eb, n, mr, er):
    """Direct quadrature of the WKB integral."""
    w = depletion_width(eb, n, er)
    turn = w * (1 - np.sqrt(energy / eb))
    c = kinetic_constant(mr)

    def decay(x):
        return np.sqrt(max(eb * (1 - x / w)**2 - energy, 0.0) / c)

    return 2 * quad(decay, 0, turn, epsabs=1e-10, epsrel=1e-10, limit=200)[0]


def exponent_formula(energy, eb, e00):
    r = energy / eb
    return eb / e00 * (np.sqrt(1 - r) - r * np.arccosh(1 / np.sqrt(r)))


E00 = e00_formula(density, mass_ratio, eps_ratio)
W = depletion_width(bending, density, eps_ratio)
C = kinetic_constant(mass_ratio)
model = (density, mass_ratio, eps_ratio)

# Band-edge exponent from quadrature against the formula, several contacts
for n, mr, er, eb in [(1e25, 0.25, 10.0, 0.6), (1e25, 0.25, 10.0, 0.9),
                      (3e24, 0.25, 10.0, 0.6), (5e25, 0.07, 13.0, 0.4)]:
    integral = wkb_exponent(0.0, eb, n, mr, er)
    assert abs(integral * e00_formula(n, mr, er) / eb - 1) < 1e-7
S_edge = wkb_exponent(0.0, bending, *model)
E00_quadrature = bending / S_edge
assert abs(E00_quadrature * 1e3 - 37.0) < 0.5

# Zero-point energy of the completed parabolic well by diagonalization
y = np.linspace(-16.0, 16.0, 1601)
h = y[1] - y[0]
zero_point = eigh_tridiagonal(
    2 * C / h**2 + bending * (y / W)**2, np.full(len(y) - 1, -C / h**2),
    select="i", select_range=(0, 0), eigvals_only=True)[0]
assert abs(zero_point / E00 - 1) < 1e-4   # second-order grid error

# Exponent at nonzero energies
for energy in (0.02, 0.1, 0.3, 0.5):
    direct = wkb_exponent(energy, bending, *model)
    assert abs(direct - exponent_formula(energy, bending, E00)) < 1e-5

# Thermal weighting: numerical minimum against the hyperbolic formulas
for temp in (200.0, 300.0, 450.0):
    thermal = k_eV * temp
    best = minimize_scalar(
        lambda en: en / thermal + wkb_exponent(en, bending, *model),
        bounds=(1e-4, 0.999 * bending), method="bounded",
        options={"xatol": 1e-7})
    u = E00 / thermal
    assert abs(best.fun - bending * np.tanh(u) / E00) < 1e-5
    assert abs(best.x - bending / np.cosh(u)**2) < 1e-3
    if temp == temperature:
        E_dominant = best.x
        E0 = bending / best.fun

# Schroedinger transmission; metal band bottom lies below the bulk edge
metal_depth = 5.0


def transmission(energy, eb):
    w = depletion_width(eb, density, eps_ratio)
    k_metal = np.sqrt((energy + metal_depth) / C)
    k_bulk = np.sqrt(energy / C)

    def rhs(x, f):
        return [f[1], (eb * (1 - x / w)**2 - energy) / C * f[0]]

    sol = solve_ivp(rhs, (0, w), np.array([1.0 + 0j, -1j * k_metal]),
                    method="DOP853", rtol=1e-10, atol=1e-10)
    psi, slope = sol.y[:, -1]
    incident = 0.5 * (psi + 1j * slope / k_bulk)
    return k_metal / k_bulk / abs(incident)**2


T_wave = transmission(kT, bending)
T_wkb = np.exp(-wkb_exponent(kT, bending, *model))
wave_change = np.log(T_wave / transmission(kT, 0.8))
wkb_change = (exponent_formula(kT, 0.8, E00)
              - exponent_formula(kT, bending, E00))
# The prefactor varies algebraically with Eb, a few per cent of the change
assert abs(wave_change / wkb_change - 1) < 0.05

# Image force: barrier maximum and band-edge exponent
image = q / (16 * np.pi * eps_ratio * eps0) * 1e9   # eV nm


def image_barrier(x):
    return bending * (1 - x / W)**2 - image / x


top = minimize_scalar(lambda x: -image_barrier(x), bounds=(0.02, 0.6 * W),
                      method="bounded", options={"xatol": 1e-9})
left = brentq(image_barrier, 1e-3, top.x)
right = brentq(image_barrier, top.x, W)
S_image = 2 * quad(lambda x: np.sqrt(max(image_barrier(x), 0.0) / C),
                   left, right, limit=200)[0]
assert S_image < S_edge

# Rough silicon valley masses: Fermi level with six valleys
heavy, light, valleys = 0.92, 0.19, 6
eps_silicon, gap_silicon = 11.7, 1.1
dos_mass = (heavy * light**2)**(1 / 3)
band_density = 2 * valleys * (dos_mass * m_e * const.k * temperature
                              / (2 * np.pi * hbar**2))**1.5
t = np.linspace(0.0, 8.0, 401)
dt = t[1] - t[0]


def electrons(eta):
    """Electron density over donor density at reduced Fermi level eta."""
    eta = np.asarray(eta, dtype=float)[..., None]
    total = np.sum(t**2 / (1 + np.exp(t**2 - eta)), axis=-1) * dt
    return band_density / density * 4 / np.sqrt(np.pi) * total


eta0 = brentq(lambda z: float(electrons(z)) - 1, -10, 10, xtol=1e-14)

# Band-edge exponent with the electron tail kept in Poisson's equation
nodes, weights = np.polynomial.legendre.leggauss(60)
nodes, weights = 0.5 * (nodes + 1), 0.5 * weights
curvature = q * density / (eps_ratio * eps0) * 1e-18   # eV / nm^2


def exponent_with_tail(tail):
    root = np.sqrt(bending) * nodes
    v = root**2
    inner = v[:, None] * nodes[None, :]
    charge = 1 - tail * electrons(eta0 - inner / kT)
    gradient = np.sqrt(2 * curvature * v * (charge @ weights))
    integrand = 2 * root**2 / gradient
    return 2 / np.sqrt(C) * np.sqrt(bending) * np.sum(weights * integrand)


assert abs(exponent_with_tail(0.0) / S_edge - 1) < 1e-7
S_tail = exponent_with_tail(1.0)
assert S_tail > S_edge

# Dopant counting in a cube of side W; E00 varies as the root of density
spacing = density**(-1 / 3) * 1e9
count = density * (W * 1e-9)**3
spread = 0.5 / np.sqrt(count)

print(f"Donor density: {density * 1e-6:.1e} cm^-3")
print(f"Tunnelling mass: {mass_ratio:.2f} m_e")
print(f"Relative permittivity: {eps_ratio:.1f}")
print(f"Band bending Eb: {bending:.2f} eV")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {kT * 1e3:.2f} meV")
print(f"E00 from formula: {E00 * 1e3:.2f} meV")
print(f"E00 from formula: {E00 * q:.3e} J")
print(f"E00 from WKB quadrature: {E00_quadrature * 1e3:.2f} meV")
print(f"Zero-point energy by diagonalization: {zero_point * 1e3:.2f} meV")
print(f"Depletion width W: {W:.2f} nm")
print(f"Surface field: {2 * bending / W * 10:.2f} MV/cm")
print(f"Band-edge WKB exponent: {S_edge:.2f} (no unit)")
print(f"Band-edge WKB transmission: {np.exp(-S_edge):.2e} (no unit)")
print(f"Ratio E00/kT: {E00 / kT:.3f} (no unit)")
print(f"Thermionic-field energy E0: {E0 * 1e3:.2f} meV")
print(f"Dominant energy above band edge: {E_dominant * 1e3:.1f} meV")
print(f"Model metal depth: {metal_depth:.1f} eV")
print(f"Wave transmission at E=kT: {T_wave:.2e} (no unit)")
print(f"WKB transmission at E=kT: {T_wkb:.2e} (no unit)")
print(f"Log change, Eb 0.6 to 0.8 eV, wave: {wave_change:.3f} (no unit)")
print(f"Log change, Eb 0.6 to 0.8 eV, WKB: {wkb_change:.3f} (no unit)")
print(f"Barrier maximum with image force: {-top.fun:.3f} eV")
print(f"Barrier lowering by image force: {bending + top.fun:.3f} eV")
print(f"Exponent with image force: {S_image:.2f} (no unit)")
print(f"Transmission factor, image force: {np.exp(S_edge - S_image):.1f}")
for mr in (heavy, light):
    value = e00_formula(density, mr, eps_ratio) * 1e3
    print(f"E00 for rough valley mass {mr:.2f} m_e: {value:.1f} meV")
value = e00_formula(density, mass_ratio, eps_silicon) * 1e3
print(f"E00 for rough permittivity {eps_silicon:.1f}: {value:.1f} meV")
print(f"Density-of-states mass per valley: {dos_mass:.3f} m_e")
print(f"Fermi level from band edge, 6 valleys: {eta0 * kT * 1e3:.1f} meV")
print(f"Exponent with electron tail: {S_tail:.2f} (no unit)")
print(f"Transmission factor, tail: {np.exp(S_edge - S_tail):.3f}")
print(f"Mean dopant spacing: {spacing:.2f} nm")
print(f"Dopants in a cube of side W: {count:.1f}")
print(f"Estimated local spread of E00: {spread * 100:.0f} per cent")
print(f"Rough silicon gap: {gap_silicon:.1f} eV")
print(f"Band bending over gap: {bending / gap_silicon:.2f} (no unit)")
print("success")
```

Printed output:

```
Donor density: 1.0e+19 cm^-3
Tunnelling mass: 0.25 m_e
Relative permittivity: 10.0
Band bending Eb: 0.60 eV
Temperature: 300 K
Thermal energy kT: 25.85 meV
E00 from formula: 37.13 meV
E00 from formula: 5.949e-21 J
E00 from WKB quadrature: 37.13 meV
Zero-point energy by diagonalization: 37.13 meV
Depletion width W: 8.14 nm
Surface field: 1.47 MV/cm
Band-edge WKB exponent: 16.16 (no unit)
Band-edge WKB transmission: 9.61e-08 (no unit)
Ratio E00/kT: 1.436 (no unit)
Thermionic-field energy E0: 41.58 meV
Dominant energy above band edge: 121.6 meV
Model metal depth: 5.0 eV
Wave transmission at E=kT: 1.01e-06 (no unit)
WKB transmission at E=kT: 6.56e-07 (no unit)
Log change, Eb 0.6 to 0.8 eV, wave: 5.163 (no unit)
Log change, Eb 0.6 to 0.8 eV, WKB: 5.285 (no unit)
Barrier maximum with image force: 0.457 eV
Barrier lowering by image force: 0.143 eV
Exponent with image force: 14.85 (no unit)
Transmission factor, image force: 3.7
E00 for rough valley mass 0.92 m_e: 19.4 meV
E00 for rough valley mass 0.19 m_e: 42.6 meV
E00 for rough permittivity 11.7: 34.3 meV
Density-of-states mass per valley: 0.321 m_e
Fermi level from band edge, 6 valleys: -22.8 meV
Exponent with electron tail: 19.04 (no unit)
Transmission factor, tail: 0.056
Mean dopant spacing: 4.64 nm
Dopants in a cube of side W: 5.4
Estimated local spread of E00: 22 per cent
Rough silicon gap: 1.1 eV
Band bending over gap: 0.55 (no unit)
success
```
